# The Drude Absorption Area and Its Independence of Scattering Time

Suppose the free-carrier density of doped silicon is to be read from its absorption at one frequency. Two samples hold the same density of electrons, but the second has half the mobility of the first. In the Drude model worked out below, the second sample has half the dc conductivity and twice the conductivity at a wavelength of 1550 nm. Someone who gives the second sample the scattering time of the first will infer half its true density from the dc value and twice its true density from the optical value. Both readings mix the number of carriers with the rate at which they scatter.

The area under the absorptive conductivity separates the two. For carriers of density $n$, charge magnitude $e$ and effective mass $m$,

$$\int_0^\infty \mathrm{Re}\,\sigma(\omega)\,d\omega=\frac{\pi n e^2}{2m},$$

whatever the scattering time $\tau$, provided $0<\tau<\infty$ and $n$ and $m$ are held fixed. The first derivation below integrates the spectrum. The second follows the current after a sudden kick, and shows why scattering drops out.

## Model and conventions

Electrons of charge $-e$ have mean velocity $v$ along the field $E$ and obey

$$m\frac{dv}{dt}=-eE-\frac{mv}{\tau}.$$

The last term makes the mean velocity decay as $e^{-t/\tau}$ when the field is off. The field is uniform, and weak enough that the current is proportional to it. Oscillating quantities are real parts of complex amplitudes times $e^{-i\omega t}$, with $\omega$ the angular frequency. An integral over ordinary frequency $\omega/2\pi$ would be smaller by $2\pi$.

The conductivity is defined by $J=\sigma E$, where $J$ is the current density. For a real amplitude $E_0$, the part of the current in phase with the field is $\mathrm{Re}\,\sigma\,E_0\cos\omega t$. The out-of-phase part does no net work over a cycle, and $\cos^2\omega t$ averages to one half, so the mean absorbed power per volume is $\frac12\mathrm{Re}\,\sigma\,E_0^2$. The area therefore measures absorption strength.

The force $-eE$ and the relation $J=\sigma E$ look the same in Gaussian and SI units, so the result does too. In Gaussian units, with $\omega_p^2=4\pi ne^2/m$, it reads

$$\frac{\pi ne^2}{2m}=\frac{\pi}{2}\,\frac{\omega_p^2}{4\pi}=\frac{\omega_p^2}{8}.$$

This $\omega_p$ contains no background permittivity of the crystal.

## First derivation: integrate the spectrum

With $v\propto e^{-i\omega t}$, the time derivative becomes multiplication by $-i\omega$:

$$-i\omega mv=-eE-\frac{mv}{\tau}.$$

Collect the velocity terms on the left and multiply by $\tau/m$:

$$v\,(1-i\omega\tau)=-\frac{e\tau}{m}E.$$

The current density is $J=-nev$. The two minus signs cancel, and

$$\sigma(\omega)=\frac{ne^2\tau}{m}\,\frac{1}{1-i\omega\tau}.$$

Multiplying numerator and denominator by $1+i\omega\tau$ gives the real part

$$\mathrm{Re}\,\sigma(\omega)=\frac{ne^2}{m}\,\frac{\tau}{1+\omega^2\tau^2}.$$

Integrate first up to a finite frequency $\Omega$. With $x=\omega\tau$ and $d\omega=dx/\tau$, the factor $\tau$ in the numerator cancels:

$$A(\Omega)=\int_0^\Omega\mathrm{Re}\,\sigma\,d\omega=\frac{ne^2}{m}\int_0^{\Omega\tau}\frac{dx}{1+x^2}=\frac{ne^2}{m}\arctan(\Omega\tau).$$

For any fixed positive $\tau$, $\Omega\tau\to\infty$ as $\Omega\to\infty$. The arctangent tends to $\pi/2$, which proves the result.

The peak height is $ne^2\tau/m$, and the curve falls to half of it at $\omega=1/\tau$. Doubling the scattering rate halves the height and doubles the width.

A real spectrum ends somewhere, and then $\tau$ matters again. The fraction of the area above $\Omega$ is

$$1-\frac{2}{\pi}\arctan(\Omega\tau)=\frac{2}{\pi}\arctan\frac{1}{\Omega\tau}\approx\frac{2}{\pi\Omega\tau}\qquad(\Omega\tau\gg1).$$

Half the area lies below $1/\tau$. To collect 90%, one needs $\Omega\tau=\tan(0.45\pi)\approx6.3$.

Two limits show why the order of operations matters. As $\tau\to\infty$, $\mathrm{Re}\,\sigma$ tends to zero at every fixed $\omega>0$, yet the area stays at $\pi ne^2/2m$ because it gathers ever closer to $\omega=0$. Over the whole real axis the even function $\mathrm{Re}\,\sigma$ has area $\pi ne^2/m$, so its limit is $(\pi ne^2/m)\,\delta(\omega)$, and the positive axis receives half. Setting $\mathrm{Re}\,\sigma=0$ before integrating would lose everything. As $\tau\to0$, the area below any fixed $\Omega$ tends to $(ne^2/m)\Omega\tau\to0$: the weight has moved out of the window.

## Second derivation: follow the current after a kick

A linear, causal response that does not change with time and has no instantaneous part can be written

$$J(t)=\int_0^\infty K(s)\,E(t-s)\,ds.$$

The current depends on fields at earlier times, and $K(s)$ is the current a time $s$ after a field impulse of unit time integral. Inserting $E\propto e^{-i\omega t}$ gives

$$\sigma(\omega)=\int_0^\infty K(t)e^{i\omega t}dt,\qquad \mathrm{Re}\,\sigma(\omega)=\int_0^\infty K(t)\cos\omega t\,dt,$$

since $K$ is real. Assume that $K$ is absolutely integrable, tends to zero at late times, and has an absolutely integrable derivative for $t>0$. The two integrals may then be exchanged over a finite frequency range:

$$A(\Omega)=\int_0^\infty K(t)\left[\int_0^\Omega\cos\omega t\,d\omega\right]dt=\int_0^\infty K(t)\frac{\sin\Omega t}{t}\,dt.$$

Define $\mathrm{Si}(X)=\int_0^X(\sin u/u)\,du$. Its limit at large $X$ is needed. Write $1/u=\int_0^\infty e^{-us}ds$ and do the $u$ integral first:

$$\mathrm{Si}(X)=\int_0^\infty\frac{1-e^{-sX}(\cos X+s\sin X)}{1+s^2}\,ds.$$

The first term gives $\pi/2$. The second is at most $\int_0^\infty 2e^{-sX}ds=2/X$ in size, because $(1+s)/(1+s^2)<2$. Hence $\mathrm{Si}(X)\to\pi/2$.

Since $\frac{d}{dt}\mathrm{Si}(\Omega t)=\sin(\Omega t)/t$, integration by parts gives

$$A(\Omega)=\big[K(t)\,\mathrm{Si}(\Omega t)\big]_0^\infty-\int_0^\infty K'(t)\,\mathrm{Si}(\Omega t)\,dt.$$

The bracket vanishes at $t=0$ because $\mathrm{Si}(0)=0$, and at late times because $K\to0$. As $\Omega$ grows, $\mathrm{Si}(\Omega t)$ approaches $\pi/2$ at every $t>0$. The shrinking interval near $t=0$ where it has not yet done so contributes nothing in the limit, because $\mathrm{Si}$ is bounded and $K'$ is integrable. Therefore

$$A(\infty)=-\frac{\pi}{2}\int_0^\infty K'(t)\,dt=\frac{\pi}{2}K(0^+).$$

The total area measures the current immediately after the kick. To find it, integrate the equation of motion across an impulse of strength $P=\int E\,dt$. The velocity stays finite, so the friction term contributes nothing over a vanishing time, and

$$\Delta v=-\frac{eP}{m},\qquad J(0^+)=-ne\,\Delta v=\frac{ne^2}{m}P.$$

Thus $K(0^+)=ne^2/m$, and the area is again $\pi ne^2/2m$. Scattering governs how the current dies away, but at the first instant it has had no time to act. In the Drude model the later decay is $K(t)=(ne^2/m)e^{-t/\tau}$.

## What the second derivation adds

**Friction with memory.** Let the friction force depend on earlier velocities, through a scattering rate

$$\gamma(\omega)=\frac{1/\tau}{1-i\omega\tau_c},\qquad \sigma(\omega)=\frac{ne^2}{m}\,\frac{1}{\gamma(\omega)-i\omega}.$$

In time, this means that the friction per unit mass, $f$, obeys $\tau_c f'+f=v/\tau$. After a kick $v'=-f$, and eliminating $f$ gives

$$\tau_c v''+v'+\frac{v}{\tau}=0.$$

All its coefficients are positive, so the motion decays. Friction starts from zero, so the initial jump is still $-eP/m$ and the area is unchanged.

The result fails if one keeps the real part $\gamma_1=(1/\tau)/(1+\omega^2\tau_c^2)$ and drops the imaginary part. Then $\mathrm{Re}\,\sigma=(ne^2/m)\,\gamma_1/(\gamma_1^2+\omega^2)$, while

$$\frac{d}{d\omega}\arctan\frac{\omega}{\gamma_1}=\frac{\gamma_1-\omega\gamma_1'}{\gamma_1^2+\omega^2}.$$

Integrating this identity from $0$ to $\infty$ gives $\pi/2$ on the left, so

$$\int_0^\infty\frac{\gamma_1}{\gamma_1^2+\omega^2}\,d\omega=\frac{\pi}{2}+\int_0^\infty\frac{\omega\gamma_1'}{\gamma_1^2+\omega^2}\,d\omega<\frac{\pi}{2},$$

because $\gamma_1$ falls with frequency. A frequency-dependent rate needs its reactive partner if the area is to count carriers.

**Scattering time that depends on energy.** Let carriers of energy $\varepsilon$ relax at the rate $1/\tau(\varepsilon)$. In the Boltzmann equation a weak field changes the equilibrium occupation $f_0$ by $f_1$, where

$$\left(\frac1{\tau}-i\omega\right)f_1=eEv_x\frac{\partial f_0}{\partial\varepsilon}.$$

Summing $-ev_xf_1$ over states per volume gives

$$\sigma(\omega)=e^2\sum v_x^2\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\frac{\tau(\varepsilon)}{1-i\omega\tau(\varepsilon)}.$$

For a parabolic band at low density, $-\partial f_0/\partial\varepsilon=f_0/k_BT$. The mean of $v_x^2$ is $k_BT/m$, so the weights add up to $n/m$. With $v^2\propto\varepsilon$ and a density of states $\propto\sqrt\varepsilon$, the normalized weight in $u=\varepsilon/k_BT$ is $u^{3/2}e^{-u}/\Gamma(5/2)$. Each energy contributes a Drude curve whose area does not depend on its own $\tau$. The line shape changes, but the total area does not.

**A crystal band.** Since $\hbar\,dk/dt=-eE$, a kick shifts every wave vector by $-eP/\hbar$. The velocity is $\hbar^{-1}\partial\varepsilon/\partial k_x$, so its mean changes by $-(eP/\hbar^2)\langle\partial^2\varepsilon/\partial k_x^2\rangle$, and

$$K(0^+)=ne^2\left\langle\frac{1}{\hbar^2}\frac{\partial^2\varepsilon}{\partial k_x^2}\right\rangle.$$

The average runs over occupied states. The mass in the area is thus the inverse of the mean inverse mass along the field. In a parabolic band every carrier has the same inverse mass, and the area does not depend on temperature or degeneracy at fixed $n$.

## Doped silicon in numbers

Take n-type silicon at 300 K with $n=10^{18}$ cm$^{-3}$. Its six equivalent valleys have one heavy axis and two light ones, with rough masses of 0.92 and 0.19 electron masses. For any field direction, equal filling of the valleys gives

$$\frac{m_e}{m}=\frac13\left(\frac1{0.92}+\frac2{0.19}\right)=3.871,\qquad m=0.2583\,m_e.$$

Sample A has a mobility $\mu=250$ cm$^2$/Vs and sample B has 125 cm$^2$/Vs, at the same density and mass. The dc limit $ne^2\tau/m=ne\mu$ gives $\tau=\mu m/e$. In SI units, for A,

$$\tau=\frac{0.0250\times0.2583\times9.109\times10^{-31}}{1.602\times10^{-19}}=3.67\times10^{-14}\ \mathrm{s}.$$

For B, $\tau$ is half of this. The dc conductivities are $ne\mu=40.05$ S/cm for A and 20.03 S/cm for B.

The area for A is

$$\frac{\pi}{2}\,\frac{\sigma(0)}{\tau}=1.571\times40.05\times2.723\times10^{13}=1.713\times10^{15}\ \mathrm{S/(cm\,s)}.$$

For B the height is halved and $1/\tau$ is doubled, so the area is the same. Dividing the SI value, $1.713\times10^{17}$ S/(m s), by $4\pi\varepsilon_0$ converts it to $1.540\times10^{27}$ s$^{-2}$ in Gaussian units. This equals $\omega_p^2/8$ with $\omega_p=1.110\times10^{14}$ rad/s.

At 1550 nm, $\omega\tau=2\pi c\tau/\lambda\approx44.6$ for A and 22.3 for B. The model conductivities are

$$\frac{40.05}{1+44.6^2}=0.0201\ \mathrm{S/cm},\qquad\frac{20.03}{1+22.3^2}=0.0402\ \mathrm{S/cm}.$$

Far above $1/\tau$ the Drude curve is $ne^2/(m\omega^2\tau)$, so more frequent scattering means more absorption. This is the reversal met at the start.

Silicon has an indirect gap of roughly 1.12 eV. Phonon-assisted absorption across it sets in slightly below this energy. At 300 K it reaches a few cm$^{-1}$ near the gap, which already matches or exceeds the model Drude tail there, about 1 cm$^{-1}$ for A and 2 cm$^{-1}$ for B. At the gap itself $\Omega\tau\approx62.5$ for A, and the area beyond is $2/(62.5\pi)=1.0\%$ of the total. For B it is 2.0%.

## How far silicon departs from the model

The mobility of sample A is a rough value for electrons at this doping; that of sample B is chosen for contrast. Here $n$ means free electrons, which may be fewer than the dopants; holes, where present, add their own area. The constant scattering time is a doubtful assumption at this doping. Scattering from weakly screened ionized impurities follows roughly $\tau\propto\varepsilon^{3/2}$, which serves here as a strong example of energy dependence. Keeping the mean $\tau$ of sample A and integrating numerically over the thermal weight raises the 1550 nm conductivity by a factor of 2.65. The area beyond the gap rises from 1.0% to 3.1% of the total, while the total stays put. Where $\omega\tau\gg1$, each energy contributes to the tail in proportion to its own $1/\tau$, and the mean of $1/\tau$ exceeds the inverse of the mean $\tau$. If $\omega\tau\gg1$ held for all carriers, the factor would be $\langle\tau\rangle\langle1/\tau\rangle=\Gamma(4)/\Gamma(5/2)^2\approx3.4$; the slowest carriers do not meet that condition. At this doping, screening by the electrons weakens the energy dependence. Take the energy dependence of the Brooks–Herring formula for screened impurities, with a Debye length of 4.1 nm and a mass of 0.26 to 0.32 $m_e$ in the screening term, and rescale it to the mean $\tau$ of sample A. This gives a factor of about 1.7 instead of 2.65, and leaves a little under 2% of the area beyond the gap. Across the valley masses 0.19 to 0.92 the factor runs from 1.6 to 2.0. Only the shape of the formula is used: its own mobility at this doping, about 1700 to 1800 cm$^2$/Vs, is far above the value assumed for A. Scattering by phonons changes these numbers again, but not the total area.

The 1550 nm photon carries 0.800 eV, about 31 times $k_BT$. An electron that absorbs it ends far above the thermal energies that set the dc mobility, so even the corrected tail is a model value. With a refractive index of 3.48, the plain Drude value for A corresponds to an absorption coefficient of 2.2 cm$^{-1}$, while the common empirical relation for n-type silicon gives roughly 8.5 cm$^{-1}$ at this density. The factor of two between A and B at 1550 nm is a property of the model and is not shown here for real samples. Memory is one way to describe a rate that changes with frequency. With an illustrative $\tau_c=10$ fs in sample A, the causal form keeps the full area, while numerical integration with $\gamma_1$ alone gives 0.82 of it.

The area itself moves when the band is not parabolic. Take $\varepsilon(1+\alpha\varepsilon)=x$, where $x=\hbar^2k^2/2m$ in coordinates scaled to make a valley spherical. To first order $\varepsilon\approx x-\alpha x^2$. With $\nabla_k^2k^2=6$ and $\nabla_k^2k^4=20k^2$, the inverse mass averaged over directions is

$$\frac{1}{3\hbar^2}\nabla_k^2\varepsilon\approx\frac1m\left(1-\frac{10}{3}\alpha x\right).$$

The thermal mean $\langle x\rangle\approx\frac32k_BT$ gives a factor $1-5\alpha k_BT$. For a rough $\alpha=0.5$ eV$^{-1}$ this is 0.935; numerical averaging without the expansion gives 0.940. The area is about 6% below the parabolic value.

That average used Boltzmann statistics. Integrating the Boltzmann factor over two spins and six valleys gives an effective density of states

$$N_c=12\left(\frac{m_dk_BT}{2\pi\hbar^2}\right)^{3/2}=2.74\times10^{19}\ \mathrm{cm^{-3}},$$

with $m_d=(0.92\times0.19^2)^{1/3}m_e=0.321\,m_e$. The ratio $n/N_c=0.036$ estimates the occupation at the band edge, which is small, so degeneracy is weak. The mass $m_d$ counts states and does not describe the response to a kick. Putting it into the area would give 0.80 of the parabolic value.

## What each derivation assumes

The first derivation assumes an explicit spectrum with one constant $\tau$. In return it gives the area below every cutoff, which is what a measurement over a finite band needs. For sample A, 90% of the Drude area lies below $6.3/\tau\approx1.7\times10^{14}$ rad/s; sample B needs twice that range. If $\tau$ depends on energy or frequency, the arctangent no longer holds. For sample A the 90% limit moves to about $2.9\times10^{14}$ rad/s with the screened energy dependence and to $4.5\times10^{14}$ rad/s with $\tau\propto\varepsilon^{3/2}$.

The second derivation does not need the spectrum. It needs a linear, causal response that decays, with an integrable derivative, and an initial current fixed by the inverse mass. It therefore covers memory and a spread of scattering times, but says nothing about how quickly the area is collected. The undamped case lies outside it, since $K$ then never decays; that case is reached by taking $\tau\to\infty$ after the integration.

For a crystal, both describe carriers moving within their band. Transitions to other bands add absorption that must be separated before the area is read as $n/m$. Their overlap with the tail below the gap is not estimated here. Once the separation is made, the area yields the ratio $n/m$. A density follows when the mass is known, and a change of area at fixed mass is a change in the number of carriers.

Numerical values quoted here were computed with a short program.
